**Copper loss, sheet resistance and flat-band voltage**

A copper film of thickness d and atomic density n that loses N atoms per unit area thins by x = N/(nd), which is 23.6 ppm for d = 50 nm and N = 10^13 cm^-2. Its sheet resistance Rs rises by Sx, where S = -d ln Rs/d ln d lies between 1 and 2 for diffuse surfaces. The program asserts the atomic density by counting lattice points, and the closed forms for surface scattering against a numerical kinetic average over depth and direction. It also asserts the flat-band shift against integration of Poisson's equation, and the formula for round holes against a resistor-grid calculation. The output gives S of about 1.28 and a rise of about 30 ppm, far below the assumed repeatability of 0.1 %. The same number of ions, evenly spread in 100 nm of silicon dioxide, shifts the flat-band voltage by about -23 V. Further output sizes the effects of temperature, vacancies, grain growth, tunnelling and the parallel barrier film. If every lost atom left a vacancy in the film, the rise would be about 1000 ppm, but the estimated escape time at 673 K is only about 3e-5 s.

## Check in Python

```python
"""
Result under test: N atoms/cm^2 lost from a copper film of thickness d and
atomic density n thin it by x = N/(n d), about 24 ppm for N = 1e13 cm^-2 and
d = 50 nm. The sheet resistance rises by S*x with 1 < S < 2 (diffuse surfaces),
too little to be seen, while the same N as ions in an oxide shifts the flat-band
voltage by -(4 pi e N/kappa)*(mean ion distance from the metal).
Symbols: l mean free path, k = d/l, F film/bulk conductivity ratio,
S = -dln(Rs)/dln(d). Gaussian (cgs) units inside, engineering units in print.
Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigvalsh_tridiagonal
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expn

pi = np.pi
hbar = const.hbar * 1e7              # erg s
mass = const.m_e * 1e3               # g
e_esu = const.e * const.c * 10       # statcoulomb
eV = const.e * 1e7                   # erg
statvolt = const.c * 1e-6            # volts in one statvolt
nm = 1e-7                            # cm
kB_eV = const.k / const.e            # eV/K


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


# ---------- inputs ----------
lattice = 0.3615 * nm                # fcc copper cube edge
d = 50 * nm
N = 1e13                             # lost atoms per cm^2
rho0 = 1.7                           # bulk resistivity, microohm cm
temp_coeff = 3.9e-3                  # bulk dln(rho)/dT, 1/K
repeatability = 1e-3                 # relative, of a sheet-resistance reading

# ---------- atom count and thinning ----------
n = 4 / lattice**3
areal = n * d
x = N / areal
plane111 = 4 / (np.sqrt(3) * lattice**2)
cells = np.arange(-16, 17)
grid = np.array(np.meshgrid(cells, cells, cells)).reshape(3, -1).T
basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
points = (grid[:, None, :] + basis[None]).reshape(-1, 3) * lattice
radius = 5 * nm
counted = np.sum(np.sum(points**2, axis=1) < radius**2)
assert close(counted / (4 / 3 * pi * radius**3), n, 0.01)
n_from_mass = 8.96 * const.N_A / 63.546      # g/cm^3 and g/mol
assert close(n_from_mass, n, 0.01)
assert abs(x * 1e6 - 24) < 0.5
assert abs(N / (n_from_mass * d) * 1e6 - 24) < 0.5
# planes parallel to (111): project lattice points on the normal
heights = np.unique(np.round(points.sum(axis=1) / np.sqrt(3) / lattice, 6))
spacing = np.min(np.diff(heights)) * lattice
assert close(n * spacing, plane111, 1e-4)

# ---------- mean free path ----------
sigma_SI = 1 / (rho0 * 1e-8)                         # S/m
sigma0 = sigma_SI / (4 * pi * const.epsilon_0)       # 1/s
kF = (3 * pi**2 * n)**(1 / 3)
mfp = 3 * pi**2 * hbar * sigma0 / (e_esu**2 * kF**2)
# Fermi-surface integral in SI units must return the conductivity
surface = quad(lambda th: 2 * pi * np.sin(th) * np.cos(th)**2, 0, pi)[0]
sigma_check = (const.e**2 / (4 * pi**3 * const.hbar)
               * (mfp * 1e-2) * (kF * 1e2)**2 * surface)
assert close(sigma_check, sigma_SI, 1e-6)


# ---------- surface scattering ----------
def F_closed(k):
    return 1 - 3 / (8 * k) + 1.5 / k * (expn(3, k) - expn(5, k))


def S_closed(k):
    return (1 - 1.5 * (expn(2, k) - expn(4, k))) / F_closed(k)


nodes, weights = np.polynomial.legendre.leggauss(400)
nodes, weights = (nodes + 1) / 2, weights / 2
u = nodes[:, None]**2                # direction cosine, mapped for accuracy
depth = nodes[None, :]**2            # depth over thickness
w2d = (weights * 2 * nodes)[:, None] * (weights * 2 * nodes)[None, :]


def F_kinetic(k):
    """Average over depth and direction of the drift kept since the surface."""
    return 1.5 * np.sum(w2d * (1 - u**2) * (1 - np.exp(-k * depth / u)))


k = d / mfp
F, S = F_closed(k), S_closed(k)
for kk in (0.1, 0.5, k, 5.0):
    assert close(F_kinetic(kk), F_closed(kk), 1e-5)
    step = 1e-3
    slope = (np.log(F_kinetic(kk * (1 + step)))
             - np.log(F_kinetic(kk * (1 - step)))) / (2 * step)
    assert close(1 + slope, S_closed(kk), 1e-4)
scan = S_closed(np.logspace(-3, 2, 200))
assert np.all((scan > 1) & (scan < 2))
rho_film = rho0 / F                              # microohm cm
Rs = rho_film * 1e-6 / d                         # ohm per square
signal = S * x
direct = F_kinetic(k) / ((1 - x) * F_kinetic(k * (1 - x))) - 1
assert close(direct, signal, 1e-3)
N_min = repeatability * areal / S
y = N_min / areal
direct_min = F_kinetic(k) / ((1 - y) * F_kinetic(k * (1 - y))) - 1
assert close(direct_min, repeatability, 0.01)    # second order in y left out
assert signal < repeatability / 10

# ---------- temperature: k is proportional to rho0 ----------
h = 1e-3
response = (np.log((1 + h) / F_kinetic(k * (1 + h)))
            - np.log((1 - h) / F_kinetic(k * (1 - h)))) / (2 * h)
assert close(response, 2 - S, 1e-4)
dT = signal / ((2 - S) * temp_coeff)

# ---------- ions in a test capacitor ----------
kappa, d_ox, decay = 3.9, 100 * nm, 10 * nm
peak_field = 4 * pi * e_esu * N / kappa          # statvolt/cm
mean_near = decay - d_ox / np.expm1(d_ox / decay)
shift_uniform = -peak_field * d_ox / 2 * statvolt
shift_near = -peak_field * mean_near * statvolt


def shift_poisson(profile):
    """Integrate Poisson from field-free silicon (s=1) to the metal (s=0)."""
    norm = quad(profile, 0, 1)[0]
    sol = solve_ivp(lambda s, f: [f[1], -profile(s) / norm], (1, 0), [0, 0],
                    rtol=1e-9, atol=1e-12)
    return sol.y[0, -1] * peak_field * d_ox * statvolt


assert close(shift_poisson(lambda s: 1.0), shift_uniform, 1e-5)
assert close(shift_poisson(lambda s: np.exp(-s * d_ox / decay)),
             shift_near, 1e-5)
field_SI = const.e * N * 1e4 / (kappa * const.epsilon_0)     # V/m
assert close(peak_field * statvolt, field_SI / 100, 1e-6)
cv_resolution = 0.010                            # V
N_cv = N * cv_resolution / abs(shift_uniform)

# ---------- tunnelling into the oxide at the peak field ----------
barrier, m_ox = 3.5 * eV, 0.5 * mass
force = e_esu * peak_field                       # erg/cm


def exponent(height):
    return 4 * np.sqrt(2 * m_ox) * height**1.5 / (3 * hbar * force)


length = barrier / force
wkb = 2 * length * np.sqrt(2 * m_ox * barrier) / hbar * quad(
    lambda s: np.sqrt(1 - s), 0, 1)[0]
assert close(wkb, exponent(barrier), 1e-6)
flux = (mass / m_ox * force**2 / (16 * pi**2 * hbar * barrier)
        * np.exp(-exponent(barrier)))            # electrons/(cm^2 s)
supply = quad(lambda w: w * np.exp(exponent(barrier)
              - exponent(barrier + w * eV)), 0, 2, epsabs=1e-14)[0]
flux_sum = (mass * eV**2 / (2 * pi**2 * hbar**3) * supply
            * np.exp(-exponent(barrier)))
assert close(flux_sum, flux, 0.05)               # formula is leading order
fill_time = N / flux

# ---------- loss gathered in round through-holes ----------
size, hole = 160, 32                             # quarter cell, hole at corner
c = np.arange(size) + 0.5
solid = c[:, None]**2 + c[None, :]**2 > hole**2  # axis 0 along the current
index = -np.ones((size, size), int)
index[solid] = np.arange(solid.sum())
pairs = []
for first, second in ((index[:-1], index[1:]), (index[:, :-1], index[:, 1:])):
    ok = (first >= 0) & (second >= 0)
    pairs.append(np.array([first[ok], second[ok]]))
i, j = np.concatenate(pairs, axis=1)
total = solid.sum()
diag = np.bincount(i, minlength=total) + np.bincount(j, minlength=total)
diag = diag.astype(float)
left, right = index[0][index[0] >= 0], index[-1]
diag[left] += 2
diag[right] += 2
source = np.zeros(total)
source[left] = 2
ids = np.arange(total)
matrix = coo_matrix((np.concatenate([diag, -np.ones(2 * len(i))]),
                     (np.concatenate([ids, i, j]),
                      np.concatenate([ids, j, i]))), shape=(total, total))
potential = spsolve(matrix.tocsc(), source)
sigma_holes = 2 * potential[right].sum()         # square sample, unit drop
f_holes = 1 - total / size**2
# staircase edge of the hole costs a few per cent of the effect
assert close(1 - sigma_holes, 2 * f_holes / (1 + f_holes), 0.05)
signal_holes = (1 + x) / (1 - x) - 1

# ---------- vacancies left behind ----------
vac_rho = 1.0                                    # microohm cm per atomic %
signal_vac = (2 - S) * vac_rho * (100 * x) / rho0
added = vac_rho * 100 * x / rho0
direct_vac = (1 + added) * F_kinetic(k) / F_kinetic(k * (1 + added)) - 1
assert close(direct_vac, signal_vac, 0.01)
attempt, E_move = 1e13, 0.7                      # 1/s, eV
jumps = np.array([[p, q, r] for p in (-1, 0, 1) for q in (-1, 0, 1)
                  for r in (-1, 0, 1) if abs(p) + abs(q) + abs(r) == 2]) / 2
assert close(np.sum(jumps**2) / 6, 1.0, 1e-12)   # D = a^2 * jump rate
points_z = 400
lowest = eigvalsh_tridiagonal(2 * np.ones(points_z), -np.ones(points_z - 1),
                              select='i', select_range=(0, 0))[0]
assert close(lowest * (points_z + 1)**2, pi**2, 1e-3)


def escape_time(T):
    D = lattice**2 * attempt * np.exp(-E_move / (kB_eV * T))
    return d**2 / (pi**2 * D)


# ---------- grain growth ----------
reflect, grain = 0.3, 50 * nm


def grain_factor(size_g):
    a = mfp / size_g * reflect / (1 - reflect)
    return 3 * (1 / 3 - a / 2 + a**2 - a**3 * np.log(1 + 1 / a))


a0 = mfp / grain * reflect / (1 - reflect)
assert close(quad(lambda c: 3 * c**3 / (c + a0), 0, 1)[0],
             grain_factor(grain), 1e-8)
growth_change = grain_factor(grain) / grain_factor(1.01 * grain) - 1
assert growth_change < 0 and abs(growth_change) > signal
hiding_growth = 0.01 * signal / abs(growth_change)

# ---------- conducting barrier in parallel ----------
d_bar, rho_bar = 3 * nm, 200.0                   # cm, microohm cm
share = (d_bar / rho_bar) / (d_bar / rho_bar + d / rho_film)

# ---------- printed numbers ----------
print(f"Lattice constant: {lattice/nm:.4f} nm")
print(f"Atomic density n: {n:.3e} cm^-3")
print(f"Density from mass 8.96 g/cm3: {n_from_mass:.3e} cm^-3")
print(f"Film thickness: {d/nm:.0f} nm; atoms lost: {N:.0e} cm^-2")
print(f"Atoms in film n*d: {areal:.3e} cm^-2")
print(f"Thinning x: {x*1e6:.1f} ppm = {x*d/nm*1e3:.2f} pm")
print(f"One (111) plane: {plane111:.3e} cm^-2; lost part {100*N/plane111:.2f} %")
print(f"Bulk resistivity: {rho0:.2f} microohm cm")
print(f"Fermi wave number: {kF:.3e} cm^-1; mean free path: {mfp/nm:.1f} nm")
print(f"k = d/l: {k:.3f}; F: {F:.4f}; S: {S:.3f}; 2-S: {2-S:.3f}")
print(f"Film resistivity: {rho_film:.3f} microohm cm")
print(f"Sheet resistance: {Rs:.4f} ohm/sq")
print(f"Rise of Rs: {signal*1e6:.1f} ppm = {signal*Rs*1e6:.1f} microohm/sq")
print(f"Rise of Rs, direct kinetic average: {direct*1e6:.1f} ppm")
print(f"Repeatability: {repeatability*100:.1f} %")
print(f"Smallest detectable loss: {N_min:.2e} cm^-2 = {N_min/N:.1f} N")
print(f"Bulk temperature coefficient: {temp_coeff*100:.2f} %/K")
print(f"Film temperature coefficient: {(2-S)*temp_coeff*100:.3f} %/K")
print(f"Equivalent temperature error: {dT*1e3:.1f} mK")
print(f"Oxide: {d_ox/nm:.0f} nm, permittivity {kappa:.1f}")
print(f"Mean ion density in oxide: {N/d_ox:.1e} cm^-3")
print(f"Ionic charge: {const.e*N*1e6:.2f} uC/cm2")
print(f"Flat-band shift, uniform ions: {shift_uniform:.1f} V")
print(f"Decay length near metal: {decay/nm:.0f} nm; mean {mean_near/nm:.2f} nm")
print(f"Flat-band shift, ions near metal: {shift_near:.2f} V")
print(f"Uniform, 1 % of atoms ionised: {0.01*shift_uniform:.3f} V")
print(f"Ions seen at {cv_resolution*1e3:.0f} mV, uniform: {N_cv:.1e} cm^-2")
print(f"Detection ratio, Rs to C-V: {N_min/N_cv:.1e}")
print(f"Peak oxide field: {peak_field*statvolt/1e6:.2f} MV/cm")
print(f"Peak field / rough 10 MV/cm breakdown: {peak_field*statvolt/1e7:.2f}")
print(f"Barrier {barrier/eV:.1f} eV, oxide mass {m_ox/mass:.1f} m")
print(f"Tunnel exponent: {exponent(barrier):.1f}; fill time: {fill_time:.1e} s")
print(f"Rs rise, loss in round through-holes: {signal_holes*1e6:.1f} ppm")
print(f"Hole test: area {f_holes:.4f}, conductance {sigma_holes:.4f},"
      f" formula {(1-f_holes)/(1+f_holes):.4f}")
print(f"Vacancy resistivity: {vac_rho:.1f} microohm cm per at.%")
print(f"Rs rise if all vacancies stayed: {signal_vac*1e6:.0f} ppm")
print(f"Vacancy migration {E_move:.1f} eV, attempt rate {attempt:.0e} 1/s")
print(f"Vacancy escape time at 673 K: {escape_time(673):.1e} s")
print(f"Vacancy escape time at 293 K: {escape_time(293):.1e} s")
print(f"Grain size {grain/nm:.0f} nm, boundary reflection {reflect:.1f}")
print(f"Rs change for 1 % grain growth: {growth_change*1e6:.0f} ppm")
print(f"Grain growth that hides the loss: {hiding_growth*100:.4f} %")
print(f"Barrier film: {d_bar/nm:.0f} nm, {rho_bar:.0f} microohm cm")
print(f"Barrier share of conductance: {share*100:.3f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Lattice constant: 0.3615 nm
Atomic density n: 8.467e+22 cm^-3
Density from mass 8.96 g/cm3: 8.491e+22 cm^-3
Film thickness: 50 nm; atoms lost: 1e+13 cm^-2
Atoms in film n*d: 4.234e+17 cm^-2
Thinning x: 23.6 ppm = 1.18 pm
One (111) plane: 1.767e+15 cm^-2; lost part 0.57 %
Bulk resistivity: 1.70 microohm cm
Fermi wave number: 1.358e+08 cm^-1; mean free path: 38.8 nm
k = d/l: 1.290; F: 0.7383; S: 1.277; 2-S: 0.723
Film resistivity: 2.303 microohm cm
Sheet resistance: 0.4605 ohm/sq
Rise of Rs: 30.2 ppm = 13.9 microohm/sq
Rise of Rs, direct kinetic average: 30.2 ppm
Repeatability: 0.1 %
Smallest detectable loss: 3.32e+14 cm^-2 = 33.2 N
Bulk temperature coefficient: 0.39 %/K
Film temperature coefficient: 0.282 %/K
Equivalent temperature error: 10.7 mK
Oxide: 100 nm, permittivity 3.9
Mean ion density in oxide: 1.0e+18 cm^-3
Ionic charge: 1.60 uC/cm2
Flat-band shift, uniform ions: -23.2 V
Decay length near metal: 10 nm; mean 10.00 nm
Flat-band shift, ions near metal: -4.64 V
Uniform, 1 % of atoms ionised: -0.232 V
Ions seen at 10 mV, uniform: 4.3e+09 cm^-2
Detection ratio, Rs to C-V: 7.7e+04
Peak oxide field: 4.64 MV/cm
Peak field / rough 10 MV/cm breakdown: 0.46
Barrier 3.5 eV, oxide mass 0.5 m
Tunnel exponent: 68.2; fill time: 3.4e+16 s
Rs rise, loss in round through-holes: 47.2 ppm
Hole test: area 0.0315, conductance 0.9379, formula 0.9389
Vacancy resistivity: 1.0 microohm cm per at.%
Rs rise if all vacancies stayed: 1005 ppm
Vacancy migration 0.7 eV, attempt rate 1e+13 1/s
Vacancy escape time at 673 K: 3.4e-05 s
Vacancy escape time at 293 K: 2.1e+02 s
Grain size 50 nm, boundary reflection 0.3
Rs change for 1 % grain growth: -3086 ppm
Grain growth that hides the loss: 0.0098 %
Barrier film: 3 nm, 200 microohm cm
Barrier share of conductance: 0.069 %
ALL CHECKS PASSED
```
